\section*{Principal layers in screened KKR and the linear-time recursion for diagonal blocks, part 2}

We seek the plane-diagonal blocks of $G$ for a stack of $N$ scattering planes at fixed in-plane wave vector $\mathbf k$, at a cost linear in $N$. Hartree atomic units; $\mathrm{Im}\,E>0$, $\kappa=\sqrt{2E}$, $\mathrm{Im}\,\kappa>0$. Spheres of radius $R$ sit on planes of spacing $d$ sharing a lattice $\{\mathbf R\}$ of cell area $A$, with $m$ channels per plane. $G_{ij}$ is the amplitude incident on plane $i$ from a unit source on plane $j$; $t$ is the single-site scattering amplitude:
\begin{equation}
G=g+g\,t\,G. \label{dyson}
\end{equation}
Here $g_{ij}=g_{i-j}$, the prime omitting $s=0$:
\begin{equation}
g_n=-{\sum_{\mathbf R}}'\,e^{i\mathbf k\cdot\mathbf R}\,\frac{e^{i\kappa s}}{s},\qquad s=\sqrt{|\mathbf R|^2+n^2d^2},
\label{gdef}
\end{equation}
The reference crystal has $t^r$ on every site; $\Delta t=t-t^r$ vanishes outside the stack, and empty planes have $t=0$:
\begin{equation}
G=G^r+G^r\Delta t\,G. \label{dyson2}
\end{equation}
With $g(z)=\sum_ng_nz^n$, and $G^r(z)$ likewise,
\begin{equation}
G^r(z)=\frac{g(z)}{1-t^rg(z)}=-\frac1{t^r}+\frac{1}{(t^r)^2}\,\frac1{1/t^r-g(z)} .
\label{Grz}
\end{equation}
$G^r_n$ decays asymptotically by $\rho=|z_0|$ per plane; $z_0$ is the largest root of $1/t^r=g(z)$ inside the unit circle, $w_0=(z_0+1/z_0)/2$.

Let $M=\Delta t^{-1}-G^r$, $\tau=M^{-1}$. Grouping $p$ planes per layer gives $P=N/p$ layers, block size $b=pm$. The block tridiagonal $\tilde M$ keeps only $D_I=M_{II}$, $U_I=M_{I,I+1}$, $L_I=M_{I+1,I}$. With $\Delta=M-\tilde M$, $\tilde\tau=\tilde M^{-1}$, $\varepsilon=\sum_{|n|>p}\|G^r_n\|$ and spectral norms,
\begin{equation}
\|\tau-\tilde\tau\|\le\frac{\|\tilde\tau\|^2\varepsilon}{1-\|\tilde\tau\|\varepsilon}\qquad\text{if }\|\tilde\tau\|\varepsilon<1 .
\label{bound}
\end{equation}

Example: $l=0$ scattering only, $m=1$; simple cubic, $a=d=4$, $R=2$ bohr; $E=0.15+0.02i$ Ha; $\mathbf k=(0.1571,0.0785)$ bohr$^{-1}$. Reference barrier $V^r=2$ Ha, $t^r=0.9429-1.0438i$ bohr; wells A ($-0.1$ Ha), $t_A=-0.4800-0.1089i$ bohr, and B ($-0.3$ Ha), $t_B=-0.9623-1.2594i$ bohr. $\rho=0.2063$. The open channel contributes $A_0q_0^{|n|}$ to $g_n$ ($n\neq0$), with $K_0=\sqrt{\kappa^2-|\mathbf k|^2}$, $A_0=-2\pi i/(AK_0)$, $q_0=e^{iK_0d}$, $|q_0|=0.8575$. The opening contrasted this truncation at $p=6$ on free and screened constants: diagonal $G$ changes by up to $0.185$ and $3.75\times10^{-5}$ bohr$^{-1}$.

\section{The recursion}

\paragraph{Schur complement.} For a matrix with blocks $\mathsf A,\mathsf B,\mathsf C,\mathsf D$, $\mathsf A$ invertible, and $\mathsf S=\mathsf D-\mathsf C\mathsf A^{-1}\mathsf B$,
\begin{equation}
\begin{pmatrix}\mathsf A&\mathsf B\\ \mathsf C&\mathsf D\end{pmatrix}=
\begin{pmatrix}1&0\\ \mathsf C\mathsf A^{-1}&1\end{pmatrix}
\begin{pmatrix}\mathsf A&0\\0&\mathsf S\end{pmatrix}
\begin{pmatrix}1&\mathsf A^{-1}\mathsf B\\0&1\end{pmatrix},
\label{ldu}
\end{equation}
since the last two factors multiply to rows $(\mathsf A,\mathsf B)$ and $(0,\mathsf S)$, and the first adds $\mathsf C\mathsf A^{-1}$ times the upper row to the lower, giving $(\mathsf C,\mathsf D)$. The triangular factors have unit determinant, so the determinant is $\det\mathsf A\det\mathsf S$. They are inverted by changing the sign of the off-diagonal block; multiplying the three inverses in reverse order gives
\begin{equation}
\begin{pmatrix}\mathsf A&\mathsf B\\ \mathsf C&\mathsf D\end{pmatrix}^{-1}=
\begin{pmatrix}\mathsf A^{-1}+\mathsf A^{-1}\mathsf B\mathsf S^{-1}\mathsf C\mathsf A^{-1}&-\mathsf A^{-1}\mathsf B\mathsf S^{-1}\\ -\mathsf S^{-1}\mathsf C\mathsf A^{-1}&\mathsf S^{-1}\end{pmatrix}.
\label{inv}
\end{equation}

\paragraph{Forward sweep.} Let $\tilde M^{(I)}$ be the part of $\tilde M$ on layers $1,\dots,I$, assumed invertible for every $I$, and define $X_I$ by $X_I^{-1}=[(\tilde M^{(I)})^{-1}]_{II}$. Partition $\tilde M^{(I)}$ with $\mathsf A=\tilde M^{(I-1)}$ and $\mathsf D=D_I$. Layer $I$ couples to layer $I-1$ and to no earlier one, so $\mathsf B$ has the single nonzero block $U_{I-1}$ in its last block row and $\mathsf C$ the single block $L_{I-1}$ in its last block column. The product $\mathsf C\mathsf A^{-1}\mathsf B$ then picks out the last diagonal block of $\mathsf A^{-1}$, which is $X_{I-1}^{-1}$. The lower right entry of \eqref{inv} identifies $\mathsf S$ with $X_I$:
\begin{equation}
X_1=D_1,\qquad X_I=D_I-L_{I-1}X_{I-1}^{-1}U_{I-1}.
\label{fwd}
\end{equation}
The determinant rule gives $\det\tilde M^{(I)}=\det\tilde M^{(I-1)}\det X_I$, hence $\det\tilde M=\prod_I\det X_I$, and all $X_I$ are invertible precisely when all $\tilde M^{(I)}$ are.

The part of the untruncated $M$ on the first $I$ layers is the KKR matrix of the system in which the later layers are reset to the reference, because $G^r$ is unchanged and $\Delta t$ vanishes there. Thus $X_I^{-1}$ is, up to the truncation, $\tau_{II}$ of a stack that ends at layer $I$, and the forward sweep grows the stack one layer at a time. For $I\le2$ nothing has been dropped; with $p=6$, $X_2^{-1}$ agrees with dense unscreened KKR of the cut stack to $7\times10^{-15}$ bohr.

\paragraph{Backward sweep.} For $I=P$ the definition gives $\tilde\tau_{PP}=X_P^{-1}$. For $I<P$ partition the whole $\tilde M$ after layer $I$: $\mathsf A=\tilde M^{(I)}$, $\mathsf B$ has the single block $U_I$ at $(I,I+1)$, and $\mathsf C$ the single block $L_I$ at $(I+1,I)$. By \eqref{inv}, $\mathsf S^{-1}$ is the part of $\tilde\tau$ on layers $I+1,\dots,P$, so $[\mathsf S^{-1}]_{I+1,I+1}=\tilde\tau_{I+1,I+1}$. Taking the $(I,I)$, $(I,I+1)$ and $(I+1,I)$ blocks of \eqref{inv}, each sum over intermediate layers has one term:
\begin{align}
\tilde\tau_{II}&=X_I^{-1}+X_I^{-1}U_I\,\tilde\tau_{I+1,I+1}\,L_IX_I^{-1}, \label{bwd}\\
\tilde\tau_{I,I+1}&=-X_I^{-1}U_I\,\tilde\tau_{I+1,I+1},\qquad
\tilde\tau_{I+1,I}=-\tilde\tau_{I+1,I+1}L_IX_I^{-1}. \label{off}
\end{align}
Expanded formally in powers of $G^r\Delta t$, the first term of \eqref{bwd} contains the scattering paths that stay in layers $1,\dots,I$, and the second those that cross into layer $I+1$ and return. The expansion need not converge: for a single empty plane of the example below, $|G^r_0\Delta t|=1.12$. Equation \eqref{bwd} does not rely on it.

\paragraph{Two-sided form.} Define $Y_I$ in the same way from the other end, with the parts on layers $I,\dots,P$ assumed invertible: $Y_P=D_P$, $Y_I=D_I-U_IY_{I+1}^{-1}L_I$. Permute rows and columns alike so that layer $I$ comes last, and take all other layers as $\mathsf A$. No block of $\tilde M$ joins layers below $I$ to layers above $I$, so $\mathsf A$ is block diagonal in the two sub-stacks, and
\begin{equation}
\tilde\tau_{II}^{-1}=D_I-L_{I-1}X_{I-1}^{-1}U_{I-1}-U_IY_{I+1}^{-1}L_I=X_I+Y_I-D_I ,
\end{equation}
because the two subtracted terms are $D_I-X_I$ and $D_I-Y_I$. Neither $L_I=U_I^{T}$ nor equal block sizes has been used, and the order of factors matters. All these formulas are tested on random complex non-symmetric blocks of unequal size, where they deviate from dense inversion by $6\times10^{-15}$.

\paragraph{When the sweep exists.} Invertibility of $\tilde M$ is not sufficient: the matrix with $D_1=D_2=0$, $U_1=L_1=1$ has determinant $-1$ and $X_1=0$. For the untruncated KKR matrix at $\mathrm{Im}\,E>0$ this cannot happen. Suppose $M^{(I)}x=0$ and set $c=\Delta t^{-1}x$, so that $c=G^r\Delta t\,c$ on the first $I$ layers. Use this equation to define $c$ on all planes; it decays away from the stack because $G^r$ does. Applying $1-gt^r$ gives $c-gt^rc=g\,\Delta t\,c$, or $c=g\,t\,c$ for the cut system: a normalizable eigenstate of a self-adjoint Hamiltonian at a non-real energy, which forces $c=0$. For the truncated matrix, $\tilde M^{(I)}=M^{(I)}(1-\tau^{(I)}\Delta^{(I)})$ with $\tau^{(I)}=(M^{(I)})^{-1}$, and the geometric series of the bracket converges if $\|\tau^{(I)}\|\varepsilon<1$, a sufficient condition. At real $E$ in a gap of the reference, a cut stack is confined between barriers and can have a level at $E$; there $M^{(I)}$ is singular, and near it $\|\tau^{(I)}\|$ is large, so small $\mathrm{Im}\,E$ can require larger $p$.

If some $\Delta t_i$ is singular, solve \eqref{dyson2} as $G=WG^r$, $W=(1-G^r\Delta t)^{-1}$. The matrix $1-G^r\Delta t$ has the block pattern of $G^r$, the same recursion applies, and after truncation $G_{II}=\sum_{J=I-1}^{I+1}W_{IJ}G^r_{JI}$ uses the blocks \eqref{bwd} and \eqref{off}.

\section{Procedure and cost}

\begin{enumerate}
\item Evaluate $G^r$ at $n_z$ equally spaced points of the unit circle and take the discrete Fourier transform. It returns $\sum_lG^r_{n+ln_z}$, so the aliasing error is of order $\rho^{\,n_z-n}$. The blocks need $|n|\le2p-1$, and this work does not depend on $N$.
\item Forward: for each $I$ form and store $X_I^{-1}$ and $X_I^{-1}U_I$, then $X_{I+1}=D_{I+1}-L_I(X_I^{-1}U_I)$. This is one inversion and two products per layer.
\item Backward: form $L_IX_I^{-1}$, multiply by $\tilde\tau_{I+1,I+1}$ and then by the stored $X_I^{-1}U_I$, and add $X_I^{-1}$. This is three products.
\item Recover $G_{ii}=\Delta t_i^{-1}\tilde\tau_{ii}\Delta t_i^{-1}-\Delta t_i^{-1}$.
\end{enumerate}
The total is $P$ inversions and $5(P-1)$ products, 2000 and 9995 for $P=2000$. A $b\times b$ product takes $b^3$ multiply-adds, and so, to leading order, does an inversion by elimination. The cost is about $6b^3P=6(pm)^3N/p=6p^2m^3N$ against $m^3N^3$ for dense inversion, a ratio $N^2/(6p^2)$, and the storage is $2b^2P$. The cost is linear in $N$ at fixed $p$. At fixed accuracy it is linear if $\|\tilde\tau\|$ in \eqref{bound} stays bounded as $N$ grows, which is not proved here; the thick stack below is consistent with it.

\section{Worked example}

The stack has 6 empty planes, 12 planes alternating A and B, and 6 empty planes. The comparison values come from dense solution of \eqref{dyson} with the sums \eqref{gdef}, with 18 reference planes added on each side; the untruncated $M^{-1}$ is tested against them to $10^{-9}$ bohr.

\paragraph{First step for $p=2$.} Elements of $M$, $G^r$ and $X_I$ are in bohr$^{-1}$, and their products in the corresponding powers. For an empty plane $\Delta t^{-1}=-1/t^r=-0.476530-0.527544i$, and $G^r_0=-0.359573-0.709807i$. Layers 1 and 2 are empty, so $D_1=D_2$ has diagonal $\alpha=\Delta t^{-1}-G^r_0=-0.116957+0.182264i$ and off-diagonal $\beta=-G^r_1=-0.034695+0.285354i$. The coupling blocks and the inverse are
\begin{equation}
U_1=-\begin{pmatrix}G^r_2&G^r_3\\G^r_1&G^r_2\end{pmatrix}=L_1^T,\qquad
D_1^{-1}=\frac1{\alpha^2-\beta^2}\begin{pmatrix}\alpha&-\beta\\-\beta&\alpha\end{pmatrix}.
\end{equation}
The $(1,1)$ element of $L_1D_1^{-1}U_1$ is the quadratic form of $D_1^{-1}$ on $(G^r_2,G^r_1)$. With $G^r_2=-0.011043+0.054555i$ and $G^r_1=-\beta$,
\begin{align}
\alpha^2-\beta^2&=0.06068-0.02283i,\nonumber\\
\alpha\,[(G^r_1)^2+(G^r_2)^2]&=\alpha\,(-0.08308-0.02101i)=0.01355-0.01269i,\nonumber\\
-2\beta G^r_1G^r_2&=2\beta^2G^r_2=0.00393-0.00832i,\nonumber\\
(L_1D_1^{-1}U_1)_{11}&=\frac{0.01748-0.02100i}{0.06068-0.02283i}=0.3664-0.2082i,\nonumber
\end{align}
so $(X_2)_{11}=\alpha-(0.3664-0.2082i)=-0.4833+0.3905i$. The element $(X_2)_{22}=-0.1321+0.1880i$ differs from $\alpha$ by $0.016$, against $0.42$ for $(X_2)_{11}$; its quadratic form contains $(G^r_3,G^r_2)$, one plane further out.

\paragraph{Convergence with $p$.} The columns give $\varepsilon$ and the largest error of a diagonal $G_{ii}$ in bohr$^{-1}$, and $\|\tau-\tilde\tau\|$ and its bound \eqref{bound} in bohr.
\begin{center}
\begin{tabular}{ccccc}
$p$&$\varepsilon$&$\|\tau-\tilde\tau\|$&bound&$\max|\delta G_{ii}|$\\
1&$1.40\times10^{-1}$&$11.0$&none&$8.67\times10^{-1}$\\
2&$2.91\times10^{-2}$&$0.810$&$6.86$&$7.60\times10^{-2}$\\
4&$1.24\times10^{-3}$&$3.63\times10^{-2}$&$0.187$&$1.96\times10^{-3}$\\
6&$5.27\times10^{-5}$&$8.24\times10^{-4}$&$7.86\times10^{-3}$&$3.75\times10^{-5}$\\
8&$2.24\times10^{-6}$&$2.95\times10^{-5}$&$3.34\times10^{-4}$&$1.30\times10^{-6}$
\end{tabular}
\end{center}
For $p=6$, $\varepsilon\simeq2(2.091\times10^{-5})/(1-0.2063)=5.27\times10^{-5}$, and with $\|\tilde\tau\|=12.21$ bohr the bound is $12.21^2(5.27\times10^{-5})/(1-0.0006)=7.86\times10^{-3}$ bohr. The actual error is about a tenth of it, $7\times10^{-5}$ of $\|\tilde\tau\|$. For $p=1$, $\|\tilde\tau\|\varepsilon=12.71\times0.140=1.8>1$: no bound follows, and the largest error of a diagonal element, $0.867$ bohr$^{-1}$, is comparable with the elements themselves. On plane 13 the dense value is $0.330390-0.410215i$; $p=2$ gives $0.290608-0.474974i$, off by 14\% of $|G_{13,13}|$, and $p=6$ gives $0.330366-0.410189i$.

From $p=2$ to $p=8$ the error of $G_{ii}$ falls by $0.1605$ per added plane, faster than $\rho=0.2063$, which $\varepsilon$ follows; over six planes the extra factor is about $4.5$. Part of this is the decay of $\tau$ itself. The diagonal error is $-\sum_{a,b}\tilde\tau_{ia}\Delta_{ab}\tau_{bi}$ with $|a-b|\ge p+1$, so $|i-a|+|b-i|\ge p+1$. If $\tau$ falls by a factor $\lambda$ per plane, each term carries $\lambda^{p+1}$ besides $\rho^{p+1}$, and the norm bound \eqref{bound} ignores this. Taken as a guide for the whole stack, the value for empty planes, $\lambda\simeq|q_0|$, gives $\rho|q_0|=0.177$ per plane and an extra factor $|q_0|^{-6}=2.5$ over six planes. The remaining factor of about $1.8$ is not derived here.

The contrast of the opening lines lies in the first dropped element. For $p=6$ it is $|g_7|=|0.2405+0.0893i|=0.257$ for the free constants and $|G^r_7|=2.09\times10^{-5}$ bohr$^{-1}$ for the screened ones, a ratio near $10^4$; the errors $0.185$ and $3.75\times10^{-5}$ bohr$^{-1}$ differ by $5\times10^3$.

\paragraph{Thick stack.} For 16000 planes of type B with $p=8$, the sweep gives $G=0.110584-0.571367i$ bohr$^{-1}$ in the middle. The infinite B crystal has $G_{ii}=\oint g/(1-t_Bg)\,dz/(2\pi iz)$, by \eqref{Grz} with $t_B$ for $t^r$, which involves neither screening nor recursion; the two differ by $1.5\times10^{-7}$ bohr$^{-1}$, compared with $|G|=0.58$ bohr$^{-1}$, after 1999 forward and 999 backward steps. In one run the sweep took $0.0050$ s for 2000 planes and $0.0414$ s for 16000, an exponent of $1.02$, while dense inversion took $0.0106$ s for 300 planes and $0.1875$ s for 900, an exponent of $2.62$. The latter is below the operation-count value 3; higher arithmetic efficiency on the larger matrix is a conjectured reason. The numerical check printed below contains the values used here or those from which they follow by arithmetic.

\section*{Values computed for the example and the checks}
\begin{verbatim}
a = d = 4.0 bohr, R = 2.0 bohr, Vr = 2.0 Ha, VA = -0.1 Ha, VB = -0.3 Ha
E = +0.150000+0.020000i Ha = +4.081708+0.544228i eV
kappa = +0.548933+0.036434i 1/bohr, kpar = (0.157080, 0.078540) 1/bohr
tr = +0.942909-1.043849i, tA = -0.479953-0.108856i, tB = -0.962306-1.259383i bohr
K0 = +0.520226+0.038445i 1/bohr, A0 = -0.055481-0.750762i 1/bohr, q0 = -0.418675+0.748299i, |q0| = 0.857461
n=0: g_n = +0.728419-0.222774i, Gr_n = -0.359573-0.709807i, |Gr_n| = 7.957e-01 1/bohr
n=1: g_n = +0.581381+0.272565i, Gr_n = +0.034695-0.285354i, |Gr_n| = 2.875e-01 1/bohr
n=2: g_n = -0.449091+0.323552i, Gr_n = -0.011043+0.054555i, |Gr_n| = 5.566e-02 1/bohr
n=3: g_n = -0.054098-0.471508i, Gr_n = +0.003218-0.011082i, |Gr_n| = 1.154e-02 1/bohr
n=4: g_n = +0.375478+0.156927i, Gr_n = -0.000850+0.002223i, |Gr_n| = 2.380e-03 1/bohr
n=5: g_n = -0.274631+0.215269i, Gr_n = +0.000213-0.000443i, |Gr_n| = 4.912e-04 1/bohr
n=6: g_n = -0.046104-0.295634i, Gr_n = -0.000051+0.000087i, |Gr_n| = 1.013e-04 1/bohr
n=7: g_n = +0.240525+0.089275i, Gr_n = +0.000012-0.000017i, |Gr_n| = 2.091e-05 1/bohr
root estimate from the open channel alone: w = -2.636776+0.211879i
w0 = -2.517742+0.191454i, z0 = -0.205636-0.017028i, rho = 0.206340, slab Gr_8/Gr_7 = -0.205636-0.017028i
decay length screened = 2.5345 bohr = 1.3412 angstrom, free = 26.011 bohr
random blocks: largest deviation from dense inverse = 6.0e-15
1/dt: empty -0.476530-0.527544i, A -0.490854-0.322551i, B -0.518243+0.058628i 1/bohr
p=1: eps = 1.40e-01 1/bohr, |tau| = 12.71 bohr, |dtau| = 1.10e+01 bohr, bound not applicable
     max error of diagonal G = 8.67e-01 1/bohr
p=2: eps = 2.91e-02 1/bohr, |tau| = 12.31 bohr, |dtau| = 8.10e-01 bohr, bound 6.86e+00 bohr
     max error of diagonal G = 7.60e-02 1/bohr
     D_1: 11 -0.116957+0.182264i, 12 -0.034695+0.285354i 1/bohr
     X_2: 11 -0.483323+0.390492i, 12 +0.040126+0.250153i, 22 -0.132126+0.188018i 1/bohr
p=3: eps = 6.00e-03 1/bohr, |tau| = 12.24 bohr, |dtau| = 1.66e-01 bohr, bound 9.69e-01 bohr
     max error of diagonal G = 1.28e-02 1/bohr
p=4: eps = 1.24e-03 1/bohr, |tau| = 12.21 bohr, |dtau| = 3.63e-02 bohr, bound 1.87e-01 bohr
     max error of diagonal G = 1.96e-03 1/bohr
p=6: eps = 5.27e-05 1/bohr, |tau| = 12.21 bohr, |dtau| = 8.24e-04 bohr, bound 7.86e-03 bohr
     max error of diagonal G = 3.75e-05 1/bohr
     X_2^-1 against dense KKR of the cut stack: 7.2e-15 bohr
p=8: eps = 2.24e-06 1/bohr, |tau| = 12.21 bohr, |dtau| = 2.95e-05 bohr, bound 3.34e-04 bohr
     max error of diagonal G = 1.30e-06 1/bohr
error ratio per added plane, p=2 to 8: 0.1605
plane 3: G exact +0.850839+0.014384i, p=2 +0.832450+0.024474i, p=6 +0.850834+0.014384i 1/bohr
plane 7: G exact +0.494468-0.350632i, p=2 +0.449792-0.393403i, p=6 +0.494455-0.350622i 1/bohr
plane 12: G exact +0.201739-0.121499i, p=2 +0.173584-0.114114i, p=6 +0.201745-0.121488i 1/bohr
plane 13: G exact +0.330390-0.410215i, p=2 +0.290608-0.474974i, p=6 +0.330366-0.410189i 1/bohr
same truncation (p=6) on unscreened g: max error = 1.849e-01 1/bohr
B crystal: G mid of 16000 planes +0.110584-0.571367i, bulk k_z integral +0.110584-0.571367i 1/bohr
difference = 1.5e-07 1/bohr
2000 layers: 2000 inversions, 9995 block products
recursion: 2000 planes 0.0050 s, 16000 planes 0.0414 s, exponent 1.02
dense: 300 planes 0.0106 s, 900 planes 0.1875 s, exponent 2.62
\end{verbatim}
